\section*{Idempotent one-particle density matrices and single Slater determinants}

\section{Definitions, conventions and statement}

Take $M$ orthonormal spin-orbitals with annihilation operators $a_p$, so that $\{a_p,a_q^\dagger\}=\delta_{pq}$ and $\{a_p,a_q\}=0$. Let $\Psi$ be a normalized pure state of exactly $N$ fermions. Brackets $\langle\cdots\rangle$ denote expectation values in $\Psi$. The one-particle and $k$-particle density matrices are
\begin{equation}
\gamma_{pq}=\langle a_q^\dagger a_p\rangle,\qquad
\Gamma^{(k)}_{p_1\ldots p_k;\,q_1\ldots q_k}
=\langle a_{q_1}^\dagger\cdots a_{q_k}^\dagger a_{p_k}\cdots a_{p_1}\rangle .
\label{eq:def}
\end{equation}
There is no factor $1/k!$. Since $\sum_p a_p^\dagger a_p=\hat N$, the trace is $\mathrm{tr}\,\gamma=N$. The index $p$ includes spin.

A single Slater determinant is a state $\Phi=b_1^\dagger\cdots b_N^\dagger|0\rangle$ with $b_i^\dagger=\sum_p C_{pi}a_p^\dagger$ and $C^\dagger C=1$. The orbitals may be chosen freely. For example,
\begin{equation}
\tfrac{1}{\sqrt2}\bigl(a_1^\dagger a_2^\dagger+a_1^\dagger a_3^\dagger\bigr)|0\rangle
=a_1^\dagger\,\tfrac{1}{\sqrt2}\bigl(a_2^\dagger+a_3^\dagger\bigr)|0\rangle
\end{equation}
has two terms in the original orbitals but is one determinant.

The result is that three statements are equivalent:
\begin{itemize}
\item[(A)] $\Psi$ is a single Slater determinant, up to a phase.
\item[(B)] $\gamma^2=\gamma$.
\item[(C)] $\Gamma^{(k)}_{p_1\ldots p_k;\,q_1\ldots q_k}=\det[\gamma_{p_rq_s}]_{r,s=1}^{k}$ for every $k$.
\end{itemize}
To return from (C) to (B), the case $k=2$ is enough:
\begin{equation}
\Gamma^{(2)}_{pq;rs}=\gamma_{pr}\gamma_{qs}-\gamma_{ps}\gamma_{qr}.
\label{eq:two}
\end{equation}

\section{First derivation: occupation numbers}

\subsection{Occupations are squared norms}

The matrix $\gamma$ is Hermitian, so a unitary $U$ diagonalizes it. Its eigenvectors define the natural orbitals, $b_k=\sum_pU_{pk}^*a_p$, and
\begin{equation}
\langle b_l^\dagger b_k\rangle=\sum_{pq}U_{pk}^*\gamma_{pq}U_{ql}=n_k\delta_{kl}.
\end{equation}
The diagonal elements and the anticommutator give
\begin{equation}
n_k=\langle b_k^\dagger b_k\rangle=\|b_k\Psi\|^2,\qquad
1-n_k=\langle b_kb_k^\dagger\rangle=\|b_k^\dagger\Psi\|^2 .
\label{eq:norms}
\end{equation}
Norms cannot be negative, so $0\le n_k\le1$. The defect
\begin{equation}
D=\mathrm{tr}(\gamma-\gamma^2)=\sum_k n_k(1-n_k)
\label{eq:D}
\end{equation}
is therefore a sum of non-negative terms. It vanishes if and only if each $n_k$ is 0 or 1, which is the condition $\gamma^2=\gamma$.

\subsection{(B) gives (A), and (A) gives (B)}

Suppose $\gamma^2=\gamma$. Because $\sum_kn_k=N$, exactly $N$ occupations are 1 and the rest are 0. A vector of zero norm is the zero vector, so (\ref{eq:norms}) gives
\begin{equation}
b_k^\dagger\Psi=0\ \ (n_k=1),\qquad b_k\Psi=0\ \ (n_k=0).
\label{eq:zero}
\end{equation}
Expand $\Psi$ in determinants of natural orbitals. If $n_k=1$, every determinant with orbital $k$ empty must be absent, because $b_k^\dagger$ would map different such determinants to different, linearly independent ones. If $n_k=0$, every determinant with $k$ filled must be absent for the same reason. One determinant remains, and normalization makes its coefficient a phase. This proves (A).

Conversely, let $\Psi=\Phi$, and complete the occupied orbitals to an orthonormal basis. Then $a_p=\sum_iC_{pi}b_i+(\text{empty orbitals})$. The empty orbitals annihilate $\Phi$, and $\langle b_j^\dagger b_i\rangle=\delta_{ij}$ for occupied $i,j$. Hence
\begin{equation}
\gamma_{pq}=\sum_{i=1}^{N}C_{pi}C_{qi}^*,\qquad
\gamma^2=C(C^\dagger C)C^\dagger=CC^\dagger=\gamma .
\label{eq:CC}
\end{equation}
Thus $\gamma$ projects onto the space spanned by the occupied orbitals. It fixes this space, and hence the determinant up to a phase, but not the individual orbitals within it.

\subsection{(A) gives (C)}

In $a_{p_k}\cdots a_{p_1}\Phi$, the operators of empty orbitals can be anticommuted to the right, where they give zero. Only occupied orbitals survive:
\begin{equation}
a_{p_k}\cdots a_{p_1}\Phi=\sum_{i_1\ldots i_k}C_{p_1i_1}\cdots C_{p_ki_k}\,
b_{i_k}\cdots b_{i_1}\Phi .
\end{equation}
The density matrix (\ref{eq:def}) is the overlap of this vector with the one built from the $q$'s. It requires
\begin{equation}
\langle b_{j_k}\cdots b_{j_1}\Phi\,|\,b_{i_k}\cdots b_{i_1}\Phi\rangle
=\det[\delta_{i_rj_s}]=\sum_\pi\mathrm{sgn}(\pi)\prod_r\delta_{i_rj_{\pi(r)}} .
\label{eq:overlap}
\end{equation}
If an index repeats within one list, both sides vanish: $b_i^2=0$, and the determinant has two equal rows or columns. If the lists remove different sets of orbitals, the vectors are orthogonal and the determinant has a zero row. If they remove the same set, reordering the operators gives the sign of the permutation, and the vector has norm 1. These cases establish (\ref{eq:overlap}).

Insert it and write $\prod_sC^*_{q_sj_s}=\prod_rC^*_{q_{\pi(r)}j_{\pi(r)}}$, which only reorders factors. The Kronecker deltas remove the sums over $j$:
\begin{equation}
\Gamma^{(k)}=\sum_\pi\mathrm{sgn}(\pi)\prod_{r=1}^{k}
\Bigl(\sum_iC_{p_ri}C^*_{q_{\pi(r)}i}\Bigr)
=\det[\gamma_{p_rq_s}].
\end{equation}
For $k>N$ the left side vanishes because there are too few particles. The right side agrees, since $\gamma$ has rank $N$.

\subsection{(C) gives (B): number fluctuations}

Set $r=p$, $s=q$ in $\Gamma^{(2)}_{pq;rs}$ and sum. After one particle is removed, $\hat N$ counts one fewer, so
\begin{equation}
\sum_{pq}\Gamma^{(2)}_{pq;pq}
=\sum_p\langle a_p^\dagger\hat Na_p\rangle
=\langle\hat N(\hat N-1)\rangle .
\end{equation}
If (\ref{eq:two}) holds, the same sum is $(\mathrm{tr}\,\gamma)^2-\mathrm{tr}\,\gamma^2$. Using $\mathrm{tr}\,\gamma=\langle\hat N\rangle$,
\begin{equation}
\langle\hat N^2\rangle-\langle\hat N\rangle^2
=\mathrm{tr}\,\gamma-\mathrm{tr}\,\gamma^2=D .
\label{eq:var}
\end{equation}
At fixed particle number the left side is zero. Then $D=0$, and (\ref{eq:D}) gives $\gamma^2=\gamma$. The circle is closed.

Equation (\ref{eq:var}) also shows where the implication fails. Consider a statistical mixture in which four orbitals are filled independently with probabilities $0.9,0.6,0.3,0.1$. The numerical check finds that it obeys (\ref{eq:two}) to rounding error. Its defect is
\begin{equation}
D=0.09+0.24+0.21+0.09=0.63,
\end{equation}
equal to the variance of its particle number. The determinant rule alone does not identify a pure determinant when the number fluctuates.

\subsection{When idempotency is nearly satisfied}

Order the natural occupations from largest to smallest. Let $\Phi$ be the determinant of the first $N$ natural orbitals, $w=|\langle\Phi|\Psi\rangle|^2$, and
\begin{equation}
h=\sum_{i=1}^{N}(1-n_i).
\end{equation}
In the expansion of $\Psi$ in natural-orbital determinants, $1-n_i$ is the probability that orbital $i$ is empty. With $N$ particles, finding all $N$ leading orbitals filled means finding $\Phi$. Thus $1-w$ is the probability that at least one of them is empty. It is no smaller than any single $1-n_i$, hence no smaller than their average, and no larger than their sum:
\begin{equation}
\frac hN\le1-w\le h .
\label{eq:bound}
\end{equation}
So a small $h$, which is read from $\gamma$ alone, guarantees that $\Psi$ is close to a determinant. For one random state with $N=3$, $M=6$, the three numbers are $0.187\le0.277\le0.561$. Its printed occupations also form pairs that add to 1, a feature not used here.

Starting from that state, the program changes the amplitudes to minimize $D$ and nothing else. The defect falls from $0.885$ to about $10^{-14}$, and $|1-w|$ falls below $10^{-14}$. In the original orbitals all 20 amplitudes still exceed $0.01$ in magnitude. The final state is one determinant although its expansion does not look like one.

\section{Second derivation: projection and contraction}

This derivation runs around the circle (B) $\to$ (A) $\to$ (C) $\to$ (B), without using individual occupation numbers.

\subsection{(B) gives (A): counting particles in a subspace}

Let $\gamma^2=\gamma$. Being Hermitian, $\gamma$ is an orthogonal projector onto a one-particle space $V$ of dimension $\mathrm{tr}\,\gamma=N$. The operator counting particles in $V$ has the expectation value
\begin{equation}
\Bigl\langle\sum_{pq}\gamma_{pq}a_p^\dagger a_q\Bigr\rangle
=\sum_{pq}\gamma_{pq}\gamma_{qp}=\mathrm{tr}\,\gamma^2=N .
\end{equation}
In the language of numbered particles this operator is $\sum_{j=1}^{N}P_j$, where $P_j$ is the projector $\gamma$ acting on particle $j$. Therefore
\begin{equation}
0=\sum_{j=1}^{N}\langle1-P_j\rangle=\sum_{j=1}^{N}\|(1-P_j)\Psi\|^2 ,
\end{equation}
because $1-P_j$ is itself a projector. Each term must vanish, so $P_j\Psi=\Psi$ for every $j$: all $N$ particles are in $V$.

In an orthonormal basis of $V$, the amplitude of $\Psi$ is an antisymmetric function of $N$ indices, each with $N$ possible values. It vanishes if an index repeats. Otherwise the indices are a permutation of $1,\ldots,N$, and antisymmetry fixes the amplitude from its value at $(1,\ldots,N)$. There is one such state up to a factor, the Slater determinant filling $V$.

\subsection{(A) gives (C): start at $k=N$ and sum downward}

For a determinant, removing all $N$ particles leaves the vacuum times an amplitude:
\begin{equation}
a_{p_N}\cdots a_{p_1}\Phi=\det[C_{p_ri}]\,|0\rangle .
\end{equation}
The order of operators gives the positive sign: for $C_{p_ri}=\delta_{ri}$, the operators $a_{p_1},a_{p_2},\ldots$ remove $b_1^\dagger,b_2^\dagger,\ldots$ in turn from the left. The product rule for determinants and $\gamma=CC^\dagger$ then give
\begin{equation}
\Gamma^{(N)}=\det[C_{p_ri}]\,\det[C_{q_si}]^*
=\det\Bigl[\sum_iC_{p_ri}C_{q_si}^*\Bigr]
=\det[\gamma_{p_rq_s}].
\label{eq:top}
\end{equation}

Lower density matrices follow by contraction. Set $p_{k+1}=q_{k+1}=q$ in $\Gamma^{(k+1)}$ and sum over $q$. The two innermost operators become $\sum_qa_q^\dagger a_q=\hat N$, acting after $k$ particles have been removed:
\begin{equation}
\sum_q\Gamma^{(k+1)}_{p_1\ldots p_kq;\,q_1\ldots q_kq}
=(N-k)\,\Gamma^{(k)}_{p_1\ldots p_k;\,q_1\ldots q_k}.
\label{eq:sum}
\end{equation}

The determinants obey the same rule. Write $\Delta_k=\det[\gamma_{p_rq_s}]_{r,s=1}^{k}$ and expand $\Delta_{k+1}$ in permutations $\pi$ of $k+1$ objects. There are two kinds of term.

First, if $\pi(k+1)=k+1$, the last factor is $\gamma_{qq}$. Its sum is $N$, so these terms give $N\Delta_k$.

Second, suppose $\pi(k+1)=s\le k$. Then some $r\le k$ has $\pi(r)=k+1$, and the sum over $q$ joins two factors:
\begin{equation}
\sum_q\gamma_{p_rq}\gamma_{qq_s}=(\gamma^2)_{p_rq_s}=\gamma_{p_rq_s}.
\end{equation}
What remains is a term of $\Delta_k$ with a permutation $\pi'$ that sends $r$ to $s$ and otherwise agrees with $\pi$. The two permutations differ by one exchange, so $\mathrm{sgn}(\pi)=-\mathrm{sgn}(\pi')$. Each $\pi'$ arises $k$ times, once for each $r$. These terms give $-k\Delta_k$.

Together,
\begin{equation}
\sum_q\Delta_{k+1}=(N-k)\Delta_k .
\label{eq:detsum}
\end{equation}
If $\Gamma^{(k+1)}=\Delta_{k+1}$, then (\ref{eq:sum}) and (\ref{eq:detsum}) give $(N-k)\Gamma^{(k)}=(N-k)\Delta_k$. For $k<N$ the factor can be divided out. Starting from (\ref{eq:top}), this proves (C) for $k=N,N-1,\ldots,1$. For $k>N$ both sides vanish, as before.

\subsection{(C) gives (B): the contracted cumulant}

For any $\Psi$ with fixed $N$, define the two-particle cumulant as the part of $\Gamma^{(2)}$ not given by the determinant rule:
\begin{equation}
\lambda_{pq;rs}=\Gamma^{(2)}_{pq;rs}-\gamma_{pr}\gamma_{qs}+\gamma_{ps}\gamma_{qr}.
\end{equation}
Set $s=q$ and sum. Equation (\ref{eq:sum}) with $k=1$ gives the first term:
\begin{align}
\sum_q\lambda_{pq;rq}
&=(N-1)\gamma_{pr}-N\gamma_{pr}+\sum_q\gamma_{pq}\gamma_{qr}\nonumber\\
&=(\gamma^2-\gamma)_{pr}.
\label{eq:cum}
\end{align}
If the determinant rule holds for $k=2$, then $\lambda=0$ and $\gamma^2=\gamma$. One further trace gives $\sum_{pq}\lambda_{pq;pq}=-D$. The defect thus measures the trace of the two-particle correlations, although it is computed from a one-particle matrix.

\section{What the two derivations assume}

Both use fermionic antisymmetry, orthonormal spin-orbitals and, to return from (C) to (B), a fixed particle number. They use these assumptions at different places.

The step from (B) to (A) in the first derivation does not need fixed $N$ in advance. For a pure state with uncertain particle number, the zero norms (\ref{eq:zero}) still select one determinant, so a definite number is a consequence. The argument also covers a statistical mixture. There each $n_k$ and $1-n_k$ is a weighted average of squared norms. If the average is zero, the norm is zero for every member with non-zero weight, so all members are the same determinant up to a phase. The second derivation, as written, assumes $N$ numbered particles from the start.

For the higher density matrices, the first derivation uses the occupied orbitals at each $k$. The second uses them only at $k=N$; below that it needs just $\gamma^2=\gamma$, $\mathrm{tr}\,\gamma=N$ and the sum rule (\ref{eq:sum}). The first yields the error bound (\ref{eq:bound}); the second yields the full matrix identity (\ref{eq:cum}), of which the trace is one consequence.

Neither derivation permits spin to be summed out of $\gamma$ beforehand. Take two spatial orbitals $a,b$ and compare
\begin{equation}
a_\uparrow^\dagger b_\uparrow^\dagger|0\rangle
\quad\text{and}\quad
\tfrac1{\sqrt2}\bigl(a_\uparrow^\dagger b_\downarrow^\dagger
+b_\uparrow^\dagger a_\downarrow^\dagger\bigr)|0\rangle .
\end{equation}
The first is a triplet determinant with $D=0$. The second is an open-shell singlet with four occupations of $1/2$, so $D=4\times\frac14=1$. Yet both have the unit matrix as their spin-summed density matrix. That matrix cannot tell which of the two states is a determinant.

\section{Worked example: HCl}

Hydrogen chloride in the STO-3G basis has 18 electrons in 20 spin-orbitals. Full configuration interaction (CI), the exact ground state within this basis, needs only $10\times10=100$ determinants, those with nine electrons of each spin. Two distances are chosen, $1.3$ and $2.5$~\AA. The electronic energy is
\begin{equation}
E_{\rm el}=\sum_{pq}t_{qp}\gamma_{pq}
+\tfrac12\sum_{pqrs}v_{rs,pq}\,\Gamma^{(2)}_{pq;rs},
\label{eq:energy}
\end{equation}
where $t_{qp}=\langle q|\hat t|p\rangle$ is the one-electron integral (kinetic energy plus attraction to the nuclei) and $v_{rs,pq}=\langle rs|r_{12}^{-1}|pq\rangle$ is the two-electron integral, not antisymmetrized, with $r,p$ belonging to electron 1 and $s,q$ to electron 2. Adding the nuclear repulsion gives the total energy.

For the restricted Hartree--Fock state, $\Gamma^{(2)}$ can be replaced by (\ref{eq:two}). At $1.3$~\AA\ the energy rebuilt from $\gamma$ alone is $-455.135875$ hartree, in agreement with the Hartree--Fock calculation to all printed digits. The defect is zero to rounding error.

The full-CI state is different:
\begin{center}
\begin{tabular}{lcc}
 & $1.3$~\AA & $2.5$~\AA\\
$D$ & $0.0595$ & $0.8264$\\
$h/N$ & $0.0017$ & $0.0324$\\
$1-w$ & $0.0151$ & $0.2916$\\
$h$ & $0.0302$ & $0.5832$\\
full CI $-$ restricted Hartree--Fock (hartree) & $-0.0200$ & $-0.1354$\\
cumulant energy (hartree) & $-0.0501$ & $-0.2967$
\end{tabular}
\end{center}
The bounds (\ref{eq:bound}) hold, and $1-w=h/2$ at both distances. The exact equality follows from the small basis; in the 6-31G basis (full CI with frozen core) it holds only approximately, with $1-w=0.0320$, $h/2=0.0325$ at $1.3$~\AA\ and $1-w=0.2317$, $h/2=0.2351$ at $2.5$~\AA. Each spin has nine electrons in ten orbitals, hence one hole. A singular-value decomposition of the matrix of hole amplitudes writes the state as
\begin{equation}
\Psi=\sum_ks_k\,|\text{hole }k\uparrow,\ \text{hole }k\downarrow\rangle,\qquad
\sum_ks_k^2=1,
\end{equation}
with orthonormal hole orbitals for each spin. Each spin then has natural occupations $1-s_k^2$. Let $s_1^2$ be the largest weight. The leading determinant leaves orbital 1 empty for both spins, so $w=s_1^2$. The missing occupation in the other orbitals is
\begin{equation}
h=2\sum_{k\ge2}s_k^2=2(1-s_1^2)=2(1-w).
\end{equation}

The change in $D$ is almost entirely due to two frontier orbitals per spin. At $2.5$~\AA\ their occupations are $0.7085$ and $0.2916$. If only two terms were present, with weights $1-\varepsilon$ and $\varepsilon$, four spin-orbitals would each contribute $\varepsilon(1-\varepsilon)$:
\begin{equation}
D\simeq4\varepsilon(1-\varepsilon)=4(0.2916)(0.7084)=0.826 ,
\end{equation}
which agrees with the full value to three decimals. In this two-term model $D$ reaches its maximum, 1, at equal weights, the value found for the open-shell singlet. Stretching the bond moves the state toward that case.

The cumulant energy is the part of (\ref{eq:energy}) obtained by replacing $\Gamma^{(2)}$ with $\lambda$. At the two distances computed, it is larger in magnitude than the energy gained over Hartree--Fock. Hartree--Fock here always means the restricted solution. At $1.3$~\AA\ lifting the spin restriction changes nothing, but at $2.5$~\AA\ a spin-unrestricted determinant lies $0.126$ hartree lower, only $0.0092$ hartree above full CI. At $1.3$~\AA, the full-CI $\gamma$ inserted in the determinant rule gives an energy above Hartree--Fock by
\begin{equation}
-0.0200-(-0.0501)=0.0301\ \text{hartree}.
\end{equation}
At $2.5$~\AA\ the corresponding difference is $0.1612$ hartree. At both distances the determinant-rule part of the energy lies above Hartree--Fock, and the cumulant more than compensates. An accurate $\gamma$ is therefore not enough to make the determinant rule accurate: once $\gamma$ is not idempotent, (\ref{eq:cum}) requires a non-zero cumulant.

The numbers in the table belong to the minimal basis and are not converged properties of HCl. At $1.3$~\AA, $D$ rises from $0.06$ to $0.13$ in 6-31G (full CI, frozen core), $0.26$ in cc-pVDZ and $0.33$ in cc-pVTZ (both CCSD, frozen core), and the cumulant energy goes from $-0.05$ to $-0.13$, $-0.34$ and $-0.46$ hartree. At $2.5$~\AA, $D$ is $0.75$ in 6-31G and $0.77$ in cc-pVDZ, and the cumulant energy is $-0.30$ and $-0.46$ hartree. In cc-pVDZ the two-term estimate gives only about $0.60$ of the $0.77$. In all these cases the determinant-rule energy still lies above restricted Hartree--Fock and the cumulant more than compensates.

\section*{Computed values}
\begin{verbatim}
Random determinants, 6 spin-orbitals, N = 2 and 3 (dimensionless)
  largest element of gamma^2 - gamma: 4.4e-16
  largest error of determinant rule, k = 2, 3: 2.0e-16
Random correlated state, 6 spin-orbitals, N = 3 (dimensionless)
  natural occupations: 0.9045 0.7912 0.7433 0.2567 0.2088 0.0955
  D = 0.8848, h/N = 0.1870, 1-w = 0.2767, h = 0.5610
  trace of cumulant: -0.8848
Same state after minimizing D alone (dimensionless)
  D: 0.8848 -> 1.5e-14
  |1-w| at the end: 3.6e-15
  terms with amplitude above 0.01 in old basis: 20 of 20
Mixture with independent fillings [0.9 0.6 0.3 0.1] (dimensionless)
  mean N = 1.9000, variance of N = 0.6300, D = 0.6300
  largest error of determinant rule, k = 2: 5.6e-17
Two-electron states (dimensionless)
  disguised determinant: D = 0.0000, occupations 1.00 1.00 0.00 0.00
  open-shell triplet: D = 0.0000, occupations 1.00 1.00 0.00 0.00
  open-shell singlet: D = 1.0000, occupations 0.50 0.50 0.50 0.50
  shared spin-summed diagonal, triplet and singlet: 1.00 1.00
HCl, STO-3G, distance 1.3 angstrom, 18 electrons, 20 spin-orbitals, 100 determinants
  Hartree-Fock energy: -455.135875 hartree
  same, rebuilt from gamma: -455.135875 hartree
  |D| of Hartree-Fock state: 2.2e-14
  full CI energy: -455.155877 hartree
  full CI minus Hartree-Fock: -0.020002 hartree
  cumulant part of full CI energy: -0.050091 hartree
  full CI: D = 0.059547, trace of cumulant = -0.059547
  h/N = 0.001678, 1-w = 0.015105, h = 0.030211
  frontier natural occupations per spin-orbital: 0.985542 and 0.015105
HCl, STO-3G, distance 2.5 angstrom, 18 electrons, 20 spin-orbitals, 100 determinants
  Hartree-Fock energy: -454.886094 hartree
  same, rebuilt from gamma: -454.886094 hartree
  |D| of Hartree-Fock state: 2.0e-14
  full CI energy: -455.021533 hartree
  full CI minus Hartree-Fock: -0.135439 hartree
  cumulant part of full CI energy: -0.296652 hartree
  full CI: D = 0.826381, trace of cumulant = -0.826381
  h/N = 0.032399, 1-w = 0.291587, h = 0.583173
  frontier natural occupations per spin-orbital: 0.708521 and 0.291587
\end{verbatim}
